# Third cumulant of a diffusive wire and noise of a cavity

A noise calculation for a circuit that contains a short metallic wire or a quantum dot has to decide what random current source stands for that conductor. Two choices are involved: the strength of the source relative to the Poisson value, and whether a Gaussian source is enough. The answers below hold at zero temperature and fixed voltage, for elastic transport through many channels. For a diffusive wire the strength is then one third and the source is skewed, with third cumulant \(e^2I/15\). For a cavity with two equal open contacts that scatters electrons as waves, not along classical paths, the strength is one quarter and the skewness vanishes. Both results follow from one model, a row of cavities joined by open contacts.

### Conventions and assumptions

Let \(Q\) be the charge that passes in a time \(t\), and let double brackets denote cumulants. The zero-frequency current cumulants and their dimensionless ratios are

\[
C_n=\frac{\langle\langle Q^n\rangle\rangle}{t}=F_n\,e^{n-1}I,\qquad F_1=1. \tag{1}
\]

\(F_2\) is the Fano factor. The one-sided noise spectral density is \(2C_2\). A Poisson process of charges \(e\) has \(F_n=1\) for every \(n\).

The temperature is zero, the voltage \(V\) is fixed, and scattering is elastic, so each energy can be treated separately. Transmission does not depend on energy within the window \(eV\). The number of channels \(N\), spin included, is large; the results are leading order in \(1/N\). For a long conductor a large \(N\) is not sufficient: the conductance must also remain much larger than \(e^2/h\), which for \(M\) open contacts in series means \(N/M\gg1\). The limit \(M\to\infty\) below is taken with this condition kept. The time \(t\) is long compared with both the time an electron spends in the conductor and \(h/eV\).

### Counting at one open contact

In an energy interval \(dE\), each channel brings wave packets to a contact at the rate \(dE/h\) from either side. A packet is filled or empty. Let the filling probabilities be \(f_a\) on the left and \(f_b\) on the right. An open contact transmits every packet, so the net transfer in one attempt is the left filling minus the right filling. The cavities are assumed to scramble the electrons, which makes these two fillings independent. Classical chaos alone does not guarantee this. In a ballistic cavity a wave packet follows a classical path for the Ehrenfest time, which grows with \(N\), and packets that leave earlier are transmitted or reflected with certainty and make no noise. The assumption needs an Ehrenfest time short compared with the dwell time, or short-range disorder in the cavity; otherwise \(F_2\) of a cavity with open contacts lies below the value derived here and falls further as \(N\) grows. With counting variable \(d\), the generator per attempt is

\[
\eta(f_a,f_b;d)=\ln(1-f_a+f_ae^{d})+\ln(1-f_b+f_be^{-d}). \tag{2}
\]

Define \(g(f)=f(1-f)\) and \(q(f)=g(f)(1-2f)\), the second and third cumulants of a variable that is 1 with probability \(f\) and 0 otherwise. Odd cumulants from the right side change sign, so

\[
\eta=(f_a-f_b)d+\tfrac12[g(f_a)+g(f_b)]d^2+\tfrac16[q(f_a)-q(f_b)]d^3+O(d^4). \tag{3}
\]

A completely filled or empty side contributes no noise, since \(g(1)=g(0)=0\).

### The stochastic path integral

Place \(M\) equal open contacts in series, with \(M-1\) cavities between them. Cavity \(j\) has occupation \(f_j\); the reservoirs have \(f_0=1\) and \(f_M=0\) inside the window. Choose a time step that contains many attempts but is short compared with the dwell time. If \(n_j\) electrons cross contact \(j\) in this step and the cavity has \(K\) states in the energy slice, conservation requires

\[
K\,\Delta f_j=n_j-n_{j+1}. \tag{4}
\]

This constraint is a delta function, written as an integral over a multiplier \(p_j\) of \(\exp[p_j(n_j-n_{j+1}-K\Delta f_j)]\), with \(p_j\) running along the imaginary axis. The charge is counted at the last contact by a factor \(e^{\lambda n_M}\). Collecting the factors of \(n_j\) gives the exponent \((p_j-p_{j-1})n_j\), with \(p_0=0\) and \(p_M=\lambda\). At given occupations the contacts fluctuate independently, so averaging over the \(n_j\) puts the following exponent in the path integral:

\[
\int dt\Big[-K\sum_{j=1}^{M-1}p_j\dot f_j+\frac{N\,dE}{h}\sum_{j=1}^{M}\eta(f_{j-1},f_j;d_j)\Big],\quad d_j=p_j-p_{j-1}. \tag{5}
\]

Because \(K\) and \(N\) are large, the integral is dominated by its saddle. For long \(t\) the saddle is constant in time except near the two ends of the interval, whose contribution does not grow with \(t\). The term with \(\dot f_j\) then drops out. Summing over the window gives

\[
\ln\langle e^{\lambda Q/e}\rangle=N\frac{eVt}{h}\,s_M(\lambda),\qquad
s_M=\underset{f,p}{\rm stat}\sum_{j=1}^M\eta(f_{j-1},f_j;d_j). \tag{6}
\]

The relevant stationary point is the one that develops continuously from \(\lambda=0\). Derivatives of \(s_M\) at \(\lambda=0\) are the cumulants per channel and attempt.

### The cascade for any number of contacts

Let \(x_j=j/M\). At \(\lambda=0\) all \(p_j\) vanish. Stationarity in \(p_j\) then says that the mean current \(f_{j-1}-f_j\) is the same at every contact, and the boundary values give

\[
f_j^{(0)}=1-x_j,\qquad f_{j-1}^{(0)}-f_j^{(0)}=\frac1M. \tag{7}
\]

Thus \(s_M'(0)=1/M\), and the current is \(I=(e^2/h)NV/M\).

At first order in \(\lambda\), stationarity in \(f_j\) involves only the first term of (3), because the next is quadratic in \(d\). It gives \(d_{j+1}-d_j=0\), so \(p_j=\lambda x_j+O(\lambda^2)\) and \(d_j=\lambda/M+O(\lambda^2)\).

Now write \(f_j=f_j^{(0)}+\lambda f_j^{(1)}+O(\lambda^2)\). Stationarity in \(p_j\) makes \(\partial\eta/\partial d_j\) the same for all contacts. Its part linear in \(\lambda\) is

\[
f_{j-1}^{(1)}-f_j^{(1)}+\frac{v_j}{M}=c,\qquad v_j=g(f_{j-1}^{(0)})+g(f_j^{(0)}). \tag{8}
\]

The reservoirs do not respond, so \(f_0^{(1)}=f_M^{(1)}=0\). Adding (8) over the first \(j\) contacts, and then over all of them, yields

\[
f_j^{(1)}=\frac1M\sum_{i=1}^{j}v_i-jc,\qquad c=\frac1{M^2}\sum_{i=1}^{M}v_i. \tag{9}
\]

Since \(g(f_i^{(0)})=x_i(1-x_i)\) and \(g(f_0^{(0)})=0\), the partial sum is twice the sum of the \(g\) values minus the last one:

\[
\begin{aligned}
\sum_{i=1}^j v_i&=\frac{j(j+1)}{M}-\frac{j(j+1)(2j+1)}{3M^2}-\frac jM+\frac{j^2}{M^2}\\
&=\frac{j^2}{M}-\frac{2j^3+j}{3M^2}
=M\Big[x_j^2-\frac23x_j^3-\frac{x_j}{3M^2}\Big].
\end{aligned} \tag{10}
\]

At \(j=M\) this equals \(\tfrac M3(1-1/M^2)\), hence \(Mc=\tfrac13(1-1/M^2)\). In (9), \(jc=x_jMc\), and the terms in \(1/M^2\) cancel:

\[
f_j^{(1)}=x_j^2-\tfrac23x_j^3-\tfrac13x_j=-\tfrac13x_j(1-x_j)(1-2x_j). \tag{11}
\]

The response describes how the occupation shifts when histories are weighted by \(e^{\lambda Q/e}\). For \(\lambda>0\), which favours large transferred charge, the occupation falls in the left half, where it was above one half, and rises in the right half, where it was below. Both shifts bring \(f\) closer to \(1/2\), where \(g\) is largest. Histories with more current therefore have stronger noise sources. This correlation between slow occupations and fast sources is the cascade, and for \(M\ge3\) it makes the third cumulant positive; for \(M=2\) the shift (11) vanishes at the only cavity, \(x=1/2\).

The fields found so far have errors of order \(\lambda^2\). Since the action is stationary, these errors enter \(s_M\) quadratically, at order \(\lambda^4\). The fields can therefore be inserted in (6) to obtain all terms through \(\lambda^3\).

The first term of (3) gives \((\lambda/M)\sum_j(f_{j-1}-f_j)=\lambda/M\), because the sum telescopes to \(f_0-f_M=1\). The cubic term contains \(\sum_j[q(f_{j-1})-q(f_j)]=q(1)-q(0)=0\). In the quadratic term every inner cavity borders two contacts, so its \(g\) appears twice. With \(g'(f^{(0)})=1-2f^{(0)}=2x-1\),

\[
\begin{aligned}
s_M&=\frac\lambda M+\frac{\lambda^2}{M^2}\sum_{j=1}^{M-1}g(f_j)+O(\lambda^4)\\
&=\frac\lambda M+\frac{\lambda^2}{M^2}\sum_j x_j(1-x_j)
+\frac{\lambda^3}{3M^2}\sum_jx_j(1-x_j)(1-2x_j)^2+O(\lambda^4).
\end{aligned} \tag{12}
\]

The second cumulant is \(2!\) times the coefficient of \(\lambda^2\), and the third is \(3!\) times that of \(\lambda^3\). Division by the mean \(1/M\) gives

\[
F_2=\frac2M\sum_jx_j(1-x_j),\qquad F_3=\frac2M\sum_jx_j(1-x_j)(1-2x_j)^2. \tag{13}
\]

The power sums of \(j\), \(j^2\), \(j^3\) and \(j^4\) give

\[
\sum_jx_j(1-x_j)=\frac{M^2-1}{6M},\qquad \sum_jx_j^2(1-x_j)^2=\frac{M^4-1}{30M^3}. \tag{14}
\]

Because \((1-2x)^2=1-4x(1-x)\), the third-cumulant sum is the first sum minus four times the second. Therefore

\[
F_2=\frac13\Big(1-\frac1{M^2}\Big), \tag{15}
\]

\[
F_3=\frac13\Big(1-\frac1{M^2}\Big)-\frac4{15}\Big(1-\frac1{M^4}\Big)
=\frac1{15}\Big(1-\frac1{M^2}\Big)\Big(1-\frac4{M^2}\Big). \tag{16}
\]

One open contact between filled and empty reservoirs, \(M=1\), is noiseless. A single cavity, \(M=2\), has \(F_2=1/4\) and \(F_3=0\). The limit \(M\to\infty\) gives \(1/3\) and \(1/15\). At \(M=10\) the numerical saddle gives \(F_2=0.330\) and \(F_3=0.0634\); the latter is still 5% below \(1/15\), while \(F_2\) is 1% below \(1/3\).

### The symmetric cavity in full

For one cavity the generator can be found without expansion. With occupation \(f\) and multiplier \(p\), equation (2) gives

\[
s_2=\underset{f,p}{\rm stat}\Big\{\ln[(1-f)e^{p}+f]+\ln[1-f+fe^{\lambda-p}]\Big\}. \tag{17}
\]

The conditions from \(f\) and from \(p\) are

\[
\begin{aligned}
\frac{1-e^p}{(1-f)e^p+f}+\frac{e^{\lambda-p}-1}{1-f+fe^{\lambda-p}}&=0,\\
\frac{(1-f)e^p}{(1-f)e^p+f}-\frac{fe^{\lambda-p}}{1-f+fe^{\lambda-p}}&=0.
\end{aligned} \tag{18}
\]

Both hold for \(f=1/2\), \(p=\lambda/2\): the two denominators become equal, and the numerators cancel in each line. This solution contains the mean state at \(\lambda=0\). Using \((1+e^{\lambda/2})/2=e^{\lambda/4}\cosh(\lambda/4)\),

\[
s_2=2\ln\frac{1+e^{\lambda/2}}2=\frac\lambda2+2\ln\cosh\frac\lambda4
=\frac\lambda2+\frac{\lambda^2}{16}+O(\lambda^4). \tag{19}
\]

The mean is \(1/2\) and the variance \(1/8\), so \(F_2=1/4\). Apart from the mean, the generator is even in \(\lambda\), so every odd cumulant beyond the first vanishes. The occupation stays at one half for every \(\lambda\), which removes the cascade contribution.

The saddle was tested against a cavity with a finite number of levels, treated as a Markov chain that counts departures to the right. After extrapolation to many levels, the chain and (19) both give \(s_2(2)=1.2402\).

Symmetry alone does not fix the value \(1/4\). Suppose each contact transmits a packet with a small probability \(\Gamma\). To lowest order in \(\Gamma\), an electron crosses from \(a\) to \(b\) with probability \(\Gamma f_a(1-f_b)\) per attempt, and the contact generator is

\[
\eta_{\rm t}=\Gamma\big[f_a(1-f_b)(e^d-1)+f_b(1-f_a)(e^{-d}-1)\big]. \tag{20}
\]

For one cavity the action divided by \(\Gamma\) is \((1-f)(e^p-1)+f(e^{\lambda-p}-1)\). Stationarity in \(f\) requires \(e^p=e^{\lambda-p}\), so \(p=\lambda/2\); stationarity in \(p\) then requires \(1-f=f\). The result is

\[
\frac{s_{\rm t}}{\Gamma}=e^{\lambda/2}-1=\frac\lambda2+\frac{\lambda^2}8+\frac{\lambda^3}{48}+\dots, \tag{21}
\]

which gives \(F_2=1/2\) and \(F_3=1/4\). Tunnel contacts add partition noise to the noise of the cavity occupation. A quoted cavity Fano factor therefore needs a statement about the contacts. The tunnel values also neglect charging of the cavity, which requires \(N\Gamma\gg1\); a nearly closed quantum dot in Coulomb blockade is outside this model.

### The diffusive wire in full

For many contacts, \(f\) and \(p\) vary slowly with \(x\). Then \(f_{j-1}-f_j\simeq-f'/M\) and \(d_j\simeq p'/M\), where primes now mean \(d/dx\). Each contact contributes terms of order \(1/M^2\), and the cubic term in (3) is of higher order. Replacing the sum by \(M\int dx\) gives

\[
s(\lambda)=\lim_{M\to\infty}Ms_M=\underset{f,p}{\rm stat}\int_0^1L\,dx,\qquad L=-f'p'+g(f)p'^2. \tag{22}
\]

Equation (6) becomes \(\ln\langle e^{\lambda Q/e}\rangle=(It/e)s(\lambda)\). Tunnel contacts lead to the same functional: expanding (20) for small \(d\) and small occupation differences gives \(\Gamma[(f_a-f_b)d+g\,d^2]\), and \(\Gamma\) is absorbed in the current. Thus the difference that mattered for one cavity disappears in a long chain. What remains is diffusion down the gradient of \(f\), with a local noise source proportional to \(2f(1-f)\), which is the description of a wire much longer than its mean free path, yet short enough that its conductance is still much larger than \(e^2/h\).

Varying \(p\) and \(f\) in turn gives

\[
J\equiv-f'+2gp'={\rm const},\qquad p''+(1-2f)p'^2=0. \tag{23}
\]

\(L\) has no explicit dependence on \(x\), so \(f'\partial L/\partial f'+p'\partial L/\partial p'-L\) is conserved. Both terms of \(L\) are quadratic in derivatives, so this quantity is \(2L-L=L\). Hence \(L\) is constant and equals its integral \(s\).

Introduce \(r=1/p'\). The second equation in (23) gives \(r'=-p''/p'^2=1-2f\). From \(s=p'(-f'+gp')=p'(J-gp')\) follows \(gp'=J-sr\), and therefore \(-f'=J-2gp'=2sr-J\). Differentiating \(r'\) produces a linear equation,

\[
r''=-2f'=4sr-2J,\qquad r'(0)=-1,\quad r'(1)=1. \tag{24}
\]

Set \(s=k^2\). The general solution is \(J/(2k^2)\) plus a hyperbolic cosine and sine of \(k(2x-1)\). The opposite values of \(r'\) at the ends exclude the sine, and \(r'(1)=1\) fixes the amplitude of the cosine:

\[
r=\frac J{2k^2}+\frac{\cosh[k(2x-1)]}{2k\sinh k}. \tag{25}
\]

At \(x=1\), \(g=0\), so \(J=sr(1)=J/2+\tfrac12k\coth k\). Thus \(J=k\coth k\), and

\[
r=\frac{\cosh k+\cosh[k(2x-1)]}{2k\sinh k},\qquad
f=\frac{1-r'}2=\frac12\Big[1-\frac{\sinh[k(2x-1)]}{\sinh k}\Big]. \tag{26}
\]

The boundary values of \(p\) relate \(k\) to \(\lambda\). With \(y=k(2x-1)\),

\[
\lambda=\int_0^1\frac{dx}{r}=\int_{-k}^{k}\frac{\sinh k\;dy}{\cosh k+\cosh y}. \tag{27}
\]

The denominator is \(2\cosh\frac{k+y}2\cosh\frac{k-y}2\), and \(\sinh k\) is the hyperbolic sine of the sum of the two arguments. The integrand is therefore \(\tfrac12[\tanh\frac{k+y}2+\tanh\frac{k-y}2]\). Each hyperbolic tangent integrates to \(2\ln\cosh k\), so

\[
\lambda=2\ln\cosh k,\qquad s(\lambda)=\big[{\rm arcosh}\,e^{\lambda/2}\big]^2. \tag{28}
\]

For \(\lambda<0\), \(k=i\kappa\) with \(0<\kappa<\pi/2\), and \(s=-\kappa^2\) is real and negative.

To read off the cumulants, expand \(\ln\cosh k=k^2/2-k^4/12+k^6/45-\dots\), which gives

\[
\lambda=s-\frac{s^2}6+\frac{2s^3}{45}-\dots \tag{29}
\]

Insert \(s=\lambda+a\lambda^2+b\lambda^3\). The quadratic terms require \(a=1/6\). The cubic terms require \(b-a/3+2/45=0\), so \(b=1/18-2/45=1/90\). Hence

\[
s=\lambda+\frac{\lambda^2}6+\frac{\lambda^3}{90}+\dots,\qquad
F_2=\frac{2!}{6}=\frac13,\quad F_3=\frac{3!}{90}=\frac1{15}. \tag{30}
\]

This agrees with the limit of (15) and (16), which was obtained without solving the nonlinear equations.

The profile (26) shows the cascade at finite \(\lambda\). At \(x=1/4\) the mean occupation is 0.75. It becomes 0.683 at \(\lambda=2\) and 0.802 at \(\lambda=-2\). Long chains, extrapolated in \(M\), reproduce these values. The wire generator listed in the numerical output is \(s=\lim Ms_M\), the generator per mean transferred electron, not per attempt.

A different microscopic model supplies a further test: particles hop on a lattice with at most one per site, enter at one end and leave at the other. With nine sites, \(F_2=0.367\) and \(F_3=0.088\), both above the wire values. Extrapolation from two to nine sites gives 0.3333 and 0.0667. The numerical output lists these comparisons.

### Size of the effect and conditions of use

Take a model wire of \(50\ \Omega\) at 1.0 mV, counted for 1.0 µs, with a diffusion time assumed much shorter than this. The current is \(I=V/R=20\) µA. Equation (1) gives

\[
\begin{aligned}
C_2&=\frac{eI}{3}=1.07\times10^{-24}\ {\rm A^2/Hz},\\
C_3&=\frac{e^2I}{15}=3.42\times10^{-44}\ {\rm A^3/Hz^2}.
\end{aligned} \tag{31}
\]

The mean electron number is \(It/e=1.248\times10^8\). One third of it is the variance, \(4.16\times10^7\), whose square root is about 6450 electrons. One fifteenth is the third cumulant, \(8.32\times10^6\). The skewness is

\[
\frac{8.32\times10^6}{(4.16\times10^7)^{3/2}}=3.1\times10^{-5}. \tag{32}
\]

Since all number cumulants grow in proportion to \(t\), the skewness falls as \(t^{-1/2}\). A Gaussian source with the strength \(eI/3\) is adequate for typical fluctuations of this long record. A calculation of a third-order correlation must keep \(C_3\), because a Gaussian source of fixed strength in a linear circuit would give zero.

For a model cavity with 50 open orbital channels per contact, spin gives \(N=100\), and \(M=2\). The conductance at leading order in \(1/N\) is \((2e^2/h)\times50/2=1.937\) mS; in a phase-coherent cavity at zero magnetic field, weak localization lowers the average by about 1%, and single samples scatter by a similar amount. At 0.1 mV the current is 0.1937 µA and \(C_2=eI/4=7.76\times10^{-27}\ {\rm A^2/Hz}\). Tunnel contacts carrying the same current would give \(1.55\times10^{-26}\ {\rm A^2/Hz}\), twice as much.

The ratios lose their validity when an assumption behind them fails. If \(k_BT\) is not small compared with \(eV\), the reservoirs themselves have \(g\neq0\) near their Fermi levels and add thermal noise. The condition is strict: for \(k_BT\ll eV\) the relative increase of \(C_2\) is \(4k_BT/eV\) for the wire and \(6k_BT/eV\) for the open cavity. At 0.1 K this is about 3% for the wire example at 1.0 mV, but about 50% for the cavity example at 0.1 mV, which therefore needs a much lower temperature. The third cumulant is more sensitive: \(F_3\) rises by \(0.8\,k_BT/eV\) for the wire and \(0.75\,k_BT/eV\) for the open cavity, so at 0.1 K it is about 10% above \(1/15\) in the wire example and about 0.065 instead of zero in the cavity example. If electrons exchange energy inside the conductor, energies no longer fluctuate separately and the profile (7) does not hold at each energy. If the external circuit lets the voltage respond to the current, the noise strength varies along with the current fluctuation, and both \(C_2\) and \(C_3\) change. For a conductor of conductance \(G\), a noiseless series resistance \(Z\) divides \(F_2\) by \((1+ZG)^2\) and replaces \(F_3\) by \(F_3/(1+ZG)^3-3ZG\,F_2^2/(1+ZG)^4\), with the fixed-voltage \(F_2\) and \(F_3\) on the right. This is negative instead of zero for the open cavity, and it is \(-0.0125\) for the wire at \(ZG=1\), as for the \(50\ \Omega\) example with a \(50\ \Omega\) load. If the channels are few, corrections in \(1/N\) are no longer negligible. A phase-coherent wire that is too long for its number of channels fails for a reason outside the path integral (5): quantum interference localizes the electrons, the conductance drops below \((e^2/h)N/M\), and \(F_2\) rises toward 1. The classical lattice model above has no interference and approaches \(1/3\) as it is lengthened, even with a single channel.

## Values computed for the example and the checks

```
Open contacts in series, numerical saddle (dimensionless):
  M= 2: F2 = 0.250000, F3 = 0.000000
  M= 3: F2 = 0.296296, F3 = 0.032922
  M= 5: F2 = 0.320000, F3 = 0.053760
  M=10: F2 = 0.330000, F3 = 0.063360
Response df/dlam at x=1/5, M=5: -0.032000
Cavity, Markov chain with 200 and 400 levels, extrapolated:
  s(lam=2): Markov 1.24023, saddle formula 1.24023
  open contacts: F2 = 0.25000, |F3| = 0.00000
  tunnel contacts: F2 = 0.50000
Wire generator s(lam), chains M=8 and 16 extrapolated:
  lam=-2: chain -1.42579, formula -1.42580
     f(x=1/4): chain 0.80230, formula 0.80230
  lam=+2: chain 2.74710, formula 2.74716
     f(x=1/4): chain 0.68335, formula 0.68335
  its cumulants: 1.000000, 0.333333, 0.066667
Exclusion process on a lattice:
  9 sites: F2 = 0.36667, F3 = 0.08800
  2 to 9 sites, extrapolated: F2 = 0.33333, F3 = 0.06667
Example wire:
  resistance = 50 ohm, voltage = 1.0 mV
  current = 20.00 uA, time = 1.0 us
  C2 = e I/3 = 1.0681e-24 A^2/Hz
  C3 = e^2 I/15 = 3.4226e-44 A^3/Hz^2
  mean electron number = 1.2483e+08
  variance = 4.1610e+07, third cumulant = 8.3220e+06
  standard deviation = 6450.6 electrons
  skewness = 3.100e-05
Example cavity:
  orbital channels per contact = 50, voltage = 0.1 mV
  conductance = 1.9370 mS, current = 0.1937 uA
  C2 open = e I/4 = 7.7586e-27 A^2/Hz
  C2 tunnel contacts, same current = 1.5517e-26 A^2/Hz
```
